Mass polarisation in helium and its matrix elements in Hylleraas coordinates

## First half: from the moving nucleus to an integral over three lengths

An atom consists of a nucleus of charge Z and mass M and of N electrons of mass 1. Hartree atomic units are used throughout, so that ħ, the electron mass and the elementary charge are 1. The motion is non-relativistic, the nucleus is a point, and the forces are the Coulomb forces between the particles. Bold letters are vectors. The laboratory positions are 𝐱ᵢ for the electrons and 𝐱_N for the nucleus. From part (c) onwards the atom has two electrons and is in its ground singlet S state, whose spatial wavefunction ψ is real and normalised.

**(a) Remove the motion of the centre of mass, using electron coordinates measured from the nucleus. Which Hamiltonian governs the internal motion?**

Solution. The new coordinates are

𝐫ᵢ = 𝐱ᵢ − 𝐱_N,

𝐑 = (M𝐱_N + Σᵢ 𝐱ᵢ)/M_t, with M_t = M + N.

Let ∇ᵢ be the gradient with respect to 𝐫ᵢ, taken with 𝐑 and the other 𝐫ⱼ fixed, and ∇_R the gradient with respect to 𝐑. Moving electron i alone by a small step changes 𝐫ᵢ by that step and 𝐑 by 1/M_t of it. Moving the nucleus alone changes every 𝐫ᵢ by minus the step and 𝐑 by M/M_t of it. The chain rule therefore gives

∂/∂𝐱ᵢ = ∇ᵢ + (1/M_t)∇_R,

∂/∂𝐱_N = (M/M_t)∇_R − 𝐆, with 𝐆 = Σᵢ ∇ᵢ.

The kinetic energy of the electrons is −½ times the sum of the squares of the first operators:

−½ Σᵢ ∇ᵢ² − (1/M_t) 𝐆·∇_R − [N/(2M_t²)] ∇_R².

The kinetic energy of the nucleus is −1/(2M) times the square of the second operator:

−[M/(2M_t²)] ∇_R² + (1/M_t) 𝐆·∇_R − [1/(2M)] 𝐆².

In the sum the terms with 𝐆·∇_R cancel. The terms with ∇_R² combine through N + M = M_t into −∇_R²/(2M_t), the kinetic energy of a free particle of mass M_t. The potential energy V depends on the 𝐫ᵢ alone, so this free motion separates. What remains is

H = −½ Σᵢ ∇ᵢ² − [1/(2M)] 𝐆² + V.

The square of the sum is

𝐆² = Σᵢ ∇ᵢ² + 2 Σ_{i<j} ∇ᵢ·∇ⱼ.

Its first part joins the electronic kinetic energy, whose coefficient becomes

½(1 + 1/M) = 1/(2μ), with μ = M/(M + 1).

With 𝐩ᵢ = −i∇ᵢ one has ∇ᵢ·∇ⱼ = −𝐩ᵢ·𝐩ⱼ, because (−i)² = −1. Hence

H = Σᵢ 𝐩ᵢ²/(2μ) + V + (1/M) Σ_{i<j} 𝐩ᵢ·𝐩ⱼ.

The last term is the mass polarisation. Its origin is visible in the form before the square was expanded. When the atom as a whole is at rest, the nucleus carries the momentum −Σᵢ 𝐩ᵢ, and its kinetic energy is (Σᵢ 𝐩ᵢ)²/(2M). The squares in this expression give the reduced mass μ, and the cross products give the mass polarisation. A one-electron atom has no cross products, so there the reduced mass accounts for the whole effect of the nuclear motion.

**(b) For two electrons, how does the ground-state energy E_M depend on M when M is large?**

Solution. The mass μ can be removed from the first two terms of H by a change of length. Put 𝐫ᵢ = 𝛒ᵢ/μ, so that 𝐩ᵢ = μ𝛑ᵢ, where 𝛑ᵢ is the momentum belonging to 𝛒ᵢ. Then 𝐩ᵢ²/(2μ) becomes μ𝛑ᵢ²/2. The Coulomb energy is proportional to an inverse length and becomes μV(𝛒). The mass polarisation becomes (μ²/M) 𝛑₁·𝛑₂. Taking out the common factor μ leaves

H = μ[H∞ + λ 𝛑₁·𝛑₂], with λ = μ/M = 1/(M + 1).

Here H∞ is the Hamiltonian for an infinitely heavy nucleus, with ground-state energy E∞ and wavefunction ψ. The ground state is not degenerate, so ordinary perturbation theory in λ gives

E_M = μ[E∞ + λK + cλ² + …],

K = ⟨ψ|𝐩₁·𝐩₂|ψ⟩.

The quantity K thus belongs to the limit of infinite nuclear mass and does not depend on M. The second-order coefficient is

c = −Σₙ |⟨n|𝐩₁·𝐩₂|ψ⟩|²/(Eₙ − E∞),

where the sum runs over the excited states of H∞ and includes the continuum. Every denominator is positive, so c cannot be positive. The expansion is useful when λ is small. If the positive particle were as light as an electron, λ would be ½, and the first-order term could not be trusted by itself.

**(c) Write K as an integral over first derivatives, and express these through the derivatives of ψ with respect to the three sides of the triangle formed by the nucleus and the electrons.**

Solution. From the definition,

K = −∫ψ ∇₁·∇₂ψ d³r₁d³r₂.

The product rule gives

∇₁·(ψ∇₂ψ) = ∇₁ψ·∇₂ψ + ψ ∇₁·∇₂ψ.

The integral of the left side over 𝐫₁ is a surface term. At infinity it vanishes because ψ decays exponentially. At the points where an electron meets the nucleus or the other electron, ψ has a kink, but ψ and its gradient stay bounded. The surface of a small sphere around such a point shrinks to zero, and so does its contribution. Therefore

K = ∫∇₁ψ·∇₂ψ d³r₁d³r₂.

The sign is positive because the minus sign from (−i)² meets the minus sign from the integration by parts.

An S state does not change when the whole atom is rotated, so ψ depends on the lengths r₁, r₂ and u = |𝐫₁ − 𝐫₂| alone. Let ψ₁, ψ₂ and ψᵤ be its partial derivatives with respect to these lengths, and define the unit vectors

𝐞₁ = 𝐫₁/r₁, 𝐞₂ = 𝐫₂/r₂, 𝐞ᵤ = (𝐫₁ − 𝐫₂)/u.

The gradient of u is 𝐞ᵤ with respect to 𝐫₁ and −𝐞ᵤ with respect to 𝐫₂. Hence

∇₁ψ = ψ₁𝐞₁ + ψᵤ𝐞ᵤ,

∇₂ψ = ψ₂𝐞₂ − ψᵤ𝐞ᵤ,

∇₁ψ·∇₂ψ = ψ₁ψ₂ 𝐞₁·𝐞₂ − ψᵤ(ψ₁ 𝐞₁·𝐞ᵤ − ψ₂ 𝐞₂·𝐞ᵤ) − ψᵤ².

The scalar products follow from u² = r₁² + r₂² − 2𝐫₁·𝐫₂:

𝐞₁·𝐞₂ = (r₁² + r₂² − u²)/(2r₁r₂),

𝐞₁·𝐞ᵤ = (r₁² − 𝐫₁·𝐫₂)/(r₁u) = (r₁² − r₂² + u²)/(2r₁u),

𝐞₂·𝐞ᵤ = (𝐫₁·𝐫₂ − r₂²)/(r₂u) = (r₁² − r₂² − u²)/(2r₂u).

**(d) Change to the Hylleraas coordinates s = r₁ + r₂, t = r₁ − r₂ and u. Find the volume element and the integrand of K.**

Solution. The integrand depends on the shape of the triangle but not on its orientation. The direction of 𝐫₁ then contributes 4π, and the rotation of 𝐫₂ about 𝐫₁ contributes 2π. With θ the angle between the two vectors,

d³r₁d³r₂ → 8π² r₁²r₂² sinθ dr₁dr₂dθ.

At fixed r₁ and r₂, differentiating u² gives u du = r₁r₂ sinθ dθ. The element becomes 8π² r₁r₂u dr₁dr₂du. From

r₁ = (s + t)/2, r₂ = (s − t)/2

it follows that r₁r₂ = (s² − t²)/4 and dr₁dr₂ = ½ ds dt. The numerical factor is 8π²·¼·½ = π², so

d³r₁d³r₂ → π² u(s² − t²) ds dt du, with |t| ≤ u ≤ s.

The limits are the triangle inequalities |r₁ − r₂| ≤ u ≤ r₁ + r₂. Both signs of t are included.

The derivatives transform as

ψ₁ = ψₛ + ψₜ, ψ₂ = ψₛ − ψₜ, ψ₁ψ₂ = ψₛ² − ψₜ².

With r₁² + r₂² = (s² + t²)/2 and r₁² − r₂² = st, the scalar products are

𝐞₁·𝐞₂ = (s² + t² − 2u²)/(s² − t²),

𝐞₁·𝐞ᵤ = (u² + st)/[u(s + t)],

𝐞₂·𝐞ᵤ = (st − u²)/[u(s − t)].

The cross term is best treated separately. Multiply it by the weight u(s² − t²) and call the result X:

X = u(s² − t²) ψᵤ(ψ₁ 𝐞₁·𝐞ᵤ − ψ₂ 𝐞₂·𝐞ᵤ)
 = ψᵤ[(ψₛ + ψₜ)(s − t)(u² + st) + (ψₛ − ψₜ)(s + t)(u² − st)].

The two products of brackets are

(s − t)(u² + st) = su² + s²t − tu² − st²,

(s + t)(u² − st) = su² − s²t + tu² − st².

Their sum, 2s(u² − t²), multiplies ψₛ. Their difference, 2t(s² − u²), multiplies ψₜ. Thus

X = 2ψᵤ[s(u² − t²)ψₛ + t(s² − u²)ψₜ].

The other two terms of ∇₁ψ·∇₂ψ need only the weight. The result is

K = π²∫{u(s² + t² − 2u²)(ψₛ² − ψₜ²) − X − u(s² − t²)ψᵤ²} ds dt du.

**(e) Find the corresponding integrals for the electronic kinetic energy T = (𝐩₁² + 𝐩₂²)/2 and for (𝐩₁ + 𝐩₂)²/2. What do they say about K?**

Solution. Integration by parts, as in (c), turns ⟨T⟩ into the integral of ½(|∇₁ψ|² + |∇₂ψ|²). Squaring the two gradients gives

|∇₁ψ|² = ψ₁² + ψᵤ² + 2ψ₁ψᵤ 𝐞₁·𝐞ᵤ,

|∇₂ψ|² = ψ₂² + ψᵤ² − 2ψ₂ψᵤ 𝐞₂·𝐞ᵤ.

Since ψ₁² + ψ₂² = 2(ψₛ² + ψₜ²), half the sum is ψₛ² + ψₜ² + ψᵤ² plus the cross term already found. Therefore

⟨T⟩ = π²∫{u(s² − t²)(ψₛ² + ψₜ² + ψᵤ²) + X} ds dt du.

For the total momentum, add the gradients before squaring. The terms with 𝐞ᵤ cancel, because u does not change when both electrons are displaced together:

(∇₁ + ∇₂)ψ = ψ₁𝐞₁ + ψ₂𝐞₂.

Half the square of this vector is

½(ψ₁² + ψ₂²) + ψ₁ψ₂ 𝐞₁·𝐞₂ = ψₛ² + ψₜ² + (ψₛ² − ψₜ²)(s² + t² − 2u²)/(s² − t²).

After multiplication by u(s² − t²), the coefficient of ψₛ² is u(s² − t² + s² + t² − 2u²) = 2u(s² − u²). That of ψₜ² is u(s² − t² − s² − t² + 2u²) = 2u(u² − t²). Hence

½⟨(𝐩₁ + 𝐩₂)²⟩ = π²∫2u[(s² − u²)ψₛ² + (u² − t²)ψₜ²] ds dt du.

Expanding the operator on the left shows that this quantity is ⟨T⟩ + K. The integrals agree: when those for ⟨T⟩ and K are added, X and ψᵤ² drop out and the same expression remains.

Because |𝐩₁ + 𝐩₂|² and |𝐩₁ − 𝐩₂|² have non-negative expectation values, K must lie between −⟨T⟩ and +⟨T⟩.

The sum also connects two ways of counting the nuclear motion. With unscaled coordinates, the first-order energy shift is the nuclear kinetic energy (⟨T⟩ + K)/M. In part (b) the shift of order 1/M is (−E∞ + K)/M. They agree if ⟨T⟩ = −E∞, which is the virial theorem. To prove it, stretch ψ so that all lengths are divided by k. The energy becomes k²⟨T⟩ + k⟨V⟩, and it must be stationary at k = 1. This gives 2⟨T⟩ + ⟨V⟩ = 0, and so E∞ = ⟨T⟩ + ⟨V⟩ = −⟨T⟩.

## Second half: matrix elements and the value for helium

The symbols carried over are s = r₁ + r₂, t = r₁ − r₂ and u = |𝐫₁ − 𝐫₂|, with volume element π²u(s² − t²) ds dt du and |t| ≤ u ≤ s. Subscripts s, t and u on a function denote partial derivatives. For an infinitely heavy nucleus the ground state ψ has energy E∞, and K = ⟨𝐩₁·𝐩₂⟩ is

K = π²∫{u(s² + t² − 2u²)(ψₛ² − ψₜ²) − X − u(s² − t²)ψᵤ²} ds dt du,

X = 2ψᵤ[s(u² − t²)ψₛ + t(s² − u²)ψₜ].

The kinetic energy ⟨T⟩ has the integrand u(s² − t²)(ψₛ² + ψₜ² + ψᵤ²) + X. For nuclear mass M, the energy is E_M = μ[E∞ + λK + cλ² + …], with μ = M/(M + 1) and λ = 1/(M + 1).

**(f) Find the matrix elements of 𝐩₁·𝐩₂ between functions sⁱtʲuᵏe^(−αs), and reduce them to a single type of integral.**

Solution. For real functions f and g, integration by parts over 𝐫₁ gives ⟨f|𝐩₁·𝐩₂|g⟩ = ∫∇₁f·∇₂g. Integration over 𝐫₂ instead gives ∫∇₂f·∇₁g. The two are equal, so the matrix element is also their average, which is the symmetric bilinear form belonging to the quadratic form K. In it a square such as ψₛ² becomes fₛgₛ, and a product such as 2ψᵤψₛ becomes fᵤgₛ + fₛgᵤ:

K_fg = π²∫{u(s² + t² − 2u²)(fₛgₛ − fₜgₜ) − s(u² − t²)(fᵤgₛ + fₛgᵤ)
 − t(s² − u²)(fᵤgₜ + fₜgᵤ) − u(s² − t²)fᵤgᵤ} ds dt du.

For f = sⁱtʲuᵏe^(−αs) the derivatives are

fₛ = (i/s − α)f, fₜ = (j/t)f, fᵤ = (k/u)f.

With primed exponents for g, the expression in braces becomes fg times

u(s² + t² − 2u²)[(i/s − α)(i′/s − α) − jj′/t²]
 − (s/u)(u² − t²)[k(i′/s − α) + k′(i/s − α)]
 − (1/u)(s² − u²)(kj′ + jk′) − (1/u)(s² − t²)kk′.

Exchange of the electrons changes the sign of t. A singlet has a symmetric spatial function, so j and j′ are even. Multiplying out leaves sums of powers times e^(−βs), with β = 2α. Wherever an inverse power would make an exponent negative, its coefficient i, j or k is zero. The integral needed is

J(a,b,c) = ∫₀^∞ ds ∫₀^s du ∫₋ᵤ^u dt sᵃtᵇuᶜe^(−βs).

For even b the integral over t is 2u^(b+1)/(b + 1). The integral over u then supplies s^(b+c+2)/(b + c + 2), and the integral over s supplies a factorial:

J(a,b,c) = 2n!/[(b + 1)(b + c + 2)β^(n+1)], with n = a + b + c + 2.

The overlap S_fg has the weight u(s² − t²). The potential energy is

V = −Z(1/r₁ + 1/r₂) + 1/u = −4Zs/(s² − t²) + 1/u.

Multiplied by u(s² − t²), it has the weight −4Zsu + s² − t². The same integral J therefore serves for overlap, energy and mass polarisation.

**(g) What is K for a function that depends on r₁ and r₂ but not on u?**

Solution. With ψᵤ = 0, the variable u appears in the first weight alone. Its integral at fixed s and t is

∫ᵤ₌|t|^s u(s² + t² − 2u²) du = ½(s² + t²)(s² − t²) − ½(s⁴ − t⁴) = 0.

Thus K = 0 for every such function. Geometrically, the gradients point along 𝐞₁ and 𝐞₂, and the average of 𝐞₁·𝐞₂ over all angles vanishes.

This includes a mean-field ground state in which both electrons occupy the same s orbital. It also includes functions with radial correlation, in which the distance of one electron from the nucleus influences the distance of the other. A basis of 30 terms without u gives E = −2.878956 hartree and K = 0. The last two digits of this energy are not converged: 81 terms lower it by 6 to 7 × 10⁻⁵ hartree, depending on the exponent, while K stays zero. For an S state, a non-zero K requires the wavefunction to depend on the angle between the electrons.

The statement does not extend to every mean-field state. Take a singlet or triplet built from two different real, normalised and orthogonal orbitals a and b of definite parity:

[a(1)b(2) ± b(1)a(2)]/√2.

The direct terms contain ⟨a|𝐩|a⟩ and ⟨b|𝐩|b⟩, which vanish by parity. The two exchange terms give

⟨𝐩₁·𝐩₂⟩ = ±⟨a|𝐩|b⟩·⟨b|𝐩|a⟩ = ±|⟨a|𝐩|b⟩|².

This can differ from zero when a is an s orbital and b a p orbital.

**(h) Evaluate K for the two-term function e^(−αs)(1 + bu), and explain its sign when b is small and positive. What does it give for helium at α = 1.85?**

Solution. From here on b is the coefficient in this function. Label e^(−αs) by 0 and ue^(−αs) by 1, and omit the common factor π², which cancels between K and the norm.

The element K₀₀ vanishes by (g). For K₀₁ the derivatives, with the exponential left out, are fₛ = −α, gₛ = −αu, fᵤ = 0 and gᵤ = 1. Then

K₀₁ = α²[J(2,0,2) + J(0,2,2) − 2J(0,0,4)] + α[J(1,0,2) − J(1,2,0)]
 = α²(360 + 80 − 480)/β⁷ + α(60 − 20)/β⁶.

With α = β/2 this is −10/β⁵ + 20/β⁵ = 10/β⁵. For K₁₁, both functions have s-derivative −αu and u-derivative 1:

K₁₁ = α²[J(2,0,3) + J(0,2,3) − 2J(0,0,5)] + 2α[J(1,0,3) − J(1,2,1)] − [J(2,0,1) − J(0,2,1)]
 = α²(2016 + 480 − 2880)/β⁸ + 2α(288 − 96)/β⁷ − (80 − 16)/β⁶
 = (−96 + 192 − 64)/β⁶ = 32/β⁶.

The overlaps are

S₀₀ = J(2,0,1) − J(0,2,1) = 64/β⁶,

S₀₁ = J(2,0,2) − J(0,2,2) = 280/β⁷,

S₁₁ = J(2,0,3) − J(0,2,3) = 1536/β⁸.

The expectation value is (2bK₀₁ + b²K₁₁)/(S₀₀ + 2bS₀₁ + b²S₁₁). Multiplying numerator and denominator by β⁸/4 gives

K = β²b(5β + 8b)/(16β² + 140βb + 384b²).

For b > 0 every term is positive. For small b the formula reduces to K ≈ 5βb/16.

The sign can be understood from the first order in b. With f₀ = e^(−αs), one finds 𝐩₁·𝐩₂f₀ = −α²(𝐞₁·𝐞₂)f₀. The first-order numerator of K is therefore

2b⟨uf₀|𝐩₁·𝐩₂|f₀⟩ = −2bα²∫u(𝐞₁·𝐞₂)f₀² d³r₁d³r₂.

At fixed r₁ and r₂, the distance u is larger when the electrons are on opposite sides of the nucleus, where 𝐞₁·𝐞₂ is negative. The integral is negative and K is positive. The same reasoning gives a first-order ⟨𝐫₁·𝐫₂⟩ with numerator 2b∫u r₁r₂(𝐞₁·𝐞₂)f₀², which is negative. In this model, for small positive b, a tendency of the electrons to sit on opposite sides goes together with a tendency of their momenta to be parallel.

The coefficient b follows from the energy. For Z = 2 the integrals of (f) give

T₀₀ = 16/β⁴, T₀₁ = 50/β⁵, T₁₁ = 256/β⁶,

V₀₀ = −108/β⁵, V₀₁ = −416/β⁶, V₁₁ = −2024/β⁷.

As an example, T₀₁ = α²S₀₁ − α[J(1,0,2) − J(1,2,0)] = 70/β⁵ − 20/β⁵. Likewise, V₀₁ = −8J(1,0,2) + J(2,0,1) − J(0,2,1) = (−480 + 80 − 16)/β⁶. After multiplication by β⁸, the energy is

E(b) = [16β⁴ − 108β³ + (100β³ − 832β²)b + (256β² − 2024β)b²]/[64β² + 560βb + 1536b²].

At α = 1.85, or β = 3.70, its minimum lies at b = 0.36616 with E = −2.891121 hartree. The formula for K then has

numerator: 13.69 × 0.36616 × (18.5 + 2.929) = 107.42,

denominator: 219.04 + 189.67 + 51.48 = 460.19.

The quotient is K = 0.2334. Quadrature over r₁, r₂ and the angle, with gradients taken numerically in Cartesian coordinates, gives the same value.

**(i) Determine K for the helium ground state by enlarging the basis. How reliable are its digits?**

Solution. Take all functions with j even and i + j + k ≤ ω, at α = 2. The coefficient vector 𝐯 of the lowest state solves (H − ES)𝐯 = 0, where H and S are now matrices. It is normalised by 𝐯ᵀS𝐯 = 1, and K = 𝐯ᵀK𝐯 with the matrix K_fg on the right. The results are

ω = 3, 13 terms: E = −2.90362710 hartree, K = 0.1594157

ω = 5, 34 terms: E = −2.90372033 hartree, K = 0.1590792

ω = 7, 70 terms: E = −2.90372376 hartree, K = 0.1590709

ω = 9, 125 terms: E = −2.90372423 hartree, K = 0.1590698

The energies are upper bounds to E∞ and fall as the basis grows. K has no such bound, but its error is tied to that of an energy. Add λ times the matrix K_fg to H, differentiate (H + λK − ES)𝐯 = 0 with respect to λ, and multiply from the left by 𝐯ᵀ. The terms with the derivative of 𝐯 vanish, because 𝐯 solves the same symmetric equation. At λ = 0 there remains

dE/dλ = 𝐯ᵀK𝐯.

The same relation holds for the true energy. The error of K is therefore the rate at which the energy error of the basis changes with λ. A small energy error makes a small K error plausible but does not guarantee it.

The successive changes of K are −3.4 × 10⁻⁴, −8.3 × 10⁻⁶ and −1.1 × 10⁻⁶. A further fall of 4.8 × 10⁻⁶ would be needed to alter the fifth decimal. Continued convergence at anything like the present rate excludes this, though the sequence is not a proof. To five decimals,

K = ⟨𝐩₁·𝐩₂⟩ = 0.15907 atomic units.

Three further numbers from the largest basis bear on this value. The kinetic energy is ⟨T⟩ = 2.903723 hartree, and the virial sum 2⟨T⟩ + ⟨V⟩ is −1.1 × 10⁻⁶ hartree instead of zero. The separate integral for the total momentum gives ½⟨(𝐩₁ + 𝐩₂)²⟩ = 3.062793, which equals 2.903723 + 0.159070 as (e) requires. A basis of 372 terms raises both ⟨T⟩ and this quantity by about 1 × 10⁻⁶, so their last digit is not converged. Cartesian quadrature of the same wavefunction again gives 0.159070.

By exchange symmetry ⟨𝐩₁²⟩ = ⟨T⟩, so the ratio K/⟨𝐩₁²⟩ = 0.055 measures the correlation of the two momenta on a scale from −1 to 1. It is weak and positive. The positions have ⟨𝐫₁·𝐫₂⟩ = −0.0647 bohr², so both signs agree with the first-order argument of (h).

The two-term function gives a K that is 47% too large relative to the converged value, although its energy is off by only 0.4%. A good energy from a small basis is thus no guarantee of a good K.

**(j) By how much does mass polarisation shift the ground state of helium-4?**

Solution. The nuclear mass is M = 7294.2995 electron masses, so μ = 0.999862925 and λ = 1/7295.2995 = 1.3707 × 10⁻⁴. The reduced mass alone shifts the energy by

(μ − 1)E∞ = 1.3707 × 10⁻⁴ × 2.903724 = 3.980 × 10⁻⁴ hartree, or 87.36 cm⁻¹.

The mass polarisation adds

μλK = 0.999863 × 0.15907/7295.2995 = 2.180 × 10⁻⁵ hartree, or 4.785 cm⁻¹.

Both shifts raise the level. The second is 5.5% of the first. The one-electron ion left after ionisation has no mass polarisation, so to first order in λ this term lowers the ionisation energy of the atom by the same 4.785 cm⁻¹.

The neglected second order can be estimated by diagonalising the Hamiltonian with the full nuclear kinetic energy (𝐩₁ + 𝐩₂)²/(2M). In the basis with ω = 7, solving the expansion of (b) for c gives −0.471 hartree at M = 200 and −0.474 hartree at M = 800. The third digit is not significant. A basis with fixed α does not follow the change of length used in (b), so its first-order shift is (⟨T⟩ + K)/M rather than (−E + K)/M. The difference, (2⟨T⟩ + ⟨V⟩)/M, adds about (2⟨T⟩ + ⟨V⟩)/λ to the extracted c, and at M = 800 a virial sum of a few 10⁻⁶ hartree already alters the third decimal. The third-order term of the expansion also enters the extracted c, with the opposite sign, and adds about +0.0006 hartree at M = 200. The sign is the one required in (b). With c ≈ −0.47 hartree, the term cλ² is about −9 × 10⁻⁹ hartree for helium-4, or 0.04% of the mass-polarisation shift. This is −0.002 cm⁻¹, which brings that shift from 4.785 to 4.783 cm⁻¹. Direct diagonalisation at the true nuclear mass, in the basis with ω = 7, gives −2.90330394 hartree. The first-order formula in the same basis gives −2.90330393 hartree. The difference is one unit in the last printed digit. It has the expected sign and is consistent with −9 × 10⁻⁹ hartree, but these digits do not resolve its size more closely.

These shifts belong to the non-relativistic atom with a point nucleus. Relativistic and radiative corrections and the finite size of the nucleus are left out, so the sum of the terms above is not a prediction of the measured level at the precision of the printed digits.

Table of computed values

```
two-term function: alpha = 1.85 1/bohr, b = 0.36616 1/bohr
two-term energy = -2.891121 hartree
two-term K, closed form = 0.233421 a.u.
two-term K, Cartesian quadrature = 0.233421 a.u.
large bases: alpha = 2 1/bohr
omega = 3, terms = 13: E = -2.90362710 hartree, K = 0.1594157 a.u.
omega = 5, terms = 34: E = -2.90372033 hartree, K = 0.1590792 a.u.
omega = 7, terms = 70: E = -2.90372376 hartree, K = 0.1590709 a.u.
omega = 9, terms = 125: E = -2.90372423 hartree, K = 0.1590698 a.u.
<T> = 2.903723 hartree, <V> = -5.807447 hartree
virial residual 2<T> + <V> = -1.1e-06 hartree
<(p1+p2)^2>/2 = 3.062793 a.u.
K from Cartesian quadrature = 0.159070 a.u.
<r1.r2> = -0.064737 bohr^2
radial-only basis, terms = 30: E = -2.878956 hartree
radial-only |K| = 0.0e+00 a.u.
M = 200 electron masses: second-order coefficient c = -0.471 hartree
M = 800 electron masses: second-order coefficient c = -0.474 hartree
helium-4 nuclear mass = 7294.2995 electron masses
reduced mass mu = 0.999862925 electron masses
finite-mass energy, diagonalised (omega = 7) = -2.90330394 hartree
finite-mass energy, first order (omega = 7) = -2.90330393 hartree
reduced-mass shift = 3.980267e-04 hartree
reduced-mass shift = 87.357 cm^-1
mass-polarisation shift = 2.18014e-05 hartree
mass-polarisation shift = 4.7849 cm^-1
final K = <p1.p2> = 0.15907 a.u.
```
